# The Berry pseudorotation graph of five labelled carbonyls

## The decision: ten states or twenty

A kinetic model of carbonyl exchange in a pentacarbonyl M(CO)₅ needs a list of states and a rate matrix. One must decide whether to record merely which two carbonyls are axial, which gives ten states, or to keep mirror images apart, which gives twenty. One must also know how many elementary steps leave each state. The graph constructed here settles both points: there are twenty isomers, each with three neighbours. It also shows which observables the ten-state model describes correctly and which relaxation rates it loses.

## Assumptions and notation

The molecule is a trigonal bipyramid with linear M–C–O units, so the direction of each carbonyl from the metal specifies its position. The carbonyls carry labels 1 to 5. The labels are bookkeeping marks and do not alter energies. Berry steps are the only rearrangements admitted; no carbonyl dissociates.

The arrangement $(a,b;c,d,e)$ has $a$ at the lower axial site, $b$ at the upper axial site, and $c,d,e$ at the equatorial sites, anticlockwise as seen from $b$. Two arrangements are the same stereoisomer if a proper rotation of the whole molecule turns one into the other. Reflections are not used for identification.

Let $\varepsilon=+1$ if the list $a,b,c,d,e$ is an even permutation of 1,2,3,4,5, and $\varepsilon=-1$ if it is odd.

## Counting the isomers

There are $5!=120$ arrangements. A rotation that preserves the bipyramid must preserve its axis. It either keeps the two ends in place, which allows turns by 0°, 120° and 240°, or exchanges them, which allows three half-turns about the equatorial bonds. These are six rotations.

Because all labels differ, no rotation except the identity leaves an arrangement unchanged. Each isomer therefore collects six arrangements, and

$$N=\frac{120}{6}=20 .$$

A 120° turn is a 3-cycle of the equatorial ligands, which is even. A half-turn exchanges the axial ligands and also two equatorial ligands; two transpositions are again even. Hence $\varepsilon$ is the same for all six arrangements and belongs to the isomer.

For a given axial pair $P$ there are $2\times 3!=12$ arrangements, six of each parity. Six is the size of one isomer, so $(P,\varepsilon)$ names one isomer. We write 12+ for $P=\{1,2\}$, $\varepsilon=+1$.

Reflection in the equatorial plane exchanges the two axial ligands and nothing else. This single transposition keeps $P$ and reverses $\varepsilon$. The enantiomer of 12+ is 12−, and the twenty isomers form ten enantiomeric pairs.

## One Berry step in coordinates

Place $b$ along $+z$, $a$ along $-z$, and $c$ along $+x$. Then $d$ and $e$ lie in the $xy$ plane at 120° and 240° from $c$. Let $c$ be the pivot, the ligand that stays fixed. With progress $s$ from 0 to 1, the angles to the pivot are

$$\theta_{a,b}=90^\circ+30^\circ s,\qquad \theta_{d,e}=120^\circ-30^\circ s .$$

The directions during the motion are

$$b,a:\ (\cos\theta_{a,b},\,0,\,\pm\sin\theta_{a,b}),\qquad d,e:\ (\cos\theta_{d,e},\,\pm\sin\theta_{d,e},\,0),$$

with the upper sign for the first ligand named. At $s=1$, $d$ points along $+y$ and $e$ along $-y$: they are the new axial ligands. The new equatorial plane is $xz$, with $c$ at $(1,0,0)$ and $b,a$ at $(-\tfrac12,0,\pm\tfrac{\sqrt3}{2})$.

Take $+y$ as the new upward direction, so $d$ is upper and $e$ lower. An anticlockwise turn by $\varphi$, seen from $+y$, carries $(1,0,0)$ to $(\cos\varphi,0,-\sin\varphi)$. For $\varphi=120^\circ$ this is the position of $a$, and for 240° it is that of $b$. The equatorial order is $c,a,b$, and the step is

$$(a,b;c,d,e)\longrightarrow(e,d;c,a,b). \tag{1}$$

In the list, $a$ is replaced by $e$, $e$ by $b$, $b$ by $d$, and $d$ by $a$. This is a 4-cycle, equal to three transpositions, so **every Berry step reverses $\varepsilon$**.

Applying (1) again with the same pivot gives $(b,a;c,e,d)$. That is the original arrangement after a half-turn about the bond to $c$, hence the original isomer. The connections therefore have no direction.

## Why each isomer has three neighbours

To use $d$ or $e$ as pivot, first write the same isomer as $(a,b;d,e,c)$ or $(a,b;e,c,d)$, then apply (1). The three results are

$$(e,d;c,a,b),\qquad (c,e;d,a,b),\qquad (d,c;e,a,b).$$

Their axial pairs $\{d,e\}$, $\{c,e\}$, $\{c,d\}$ are different, so the three products are different isomers. They are also all the pairs that share no label with $\{a,b\}$. The rule for the whole graph is therefore

$$(P,\varepsilon)\ \text{is joined to}\ (Q,-\varepsilon)\quad\text{when}\quad P\cap Q=\varnothing. \tag{2}$$

Each isomer has three neighbours, which proves the claim. Each connection has two ends, so there are $20\times3/2=30$ edges.

For the isomers with $\varepsilon=+1$ the neighbours are:

| Isomer | Neighbours |
|---|---|
| 12+ | 34−, 35−, 45− |
| 13+ | 24−, 25−, 45− |
| 14+ | 23−, 25−, 35− |
| 15+ | 23−, 24−, 34− |
| 23+ | 14−, 15−, 45− |
| 24+ | 13−, 15−, 35− |
| 25+ | 13−, 14−, 34− |
| 34+ | 12−, 15−, 25− |
| 35+ | 12−, 14−, 24− |
| 45+ | 12−, 13−, 23− |

Reversing all signs gives the other ten rows, because (2) is unchanged when both parities are reversed.

## Thirty edges, thirty square pyramids

At $s=\tfrac12$ all four moving ligands make an angle of 105° with the pivot and are spaced by 90° around it. This is a square pyramid with the pivot at its apex. It has four proper rotations, so there are $120/4=30$ labelled pyramids.

A pyramid has two pairs of opposite basal ligands. Opening one pair to 180° gives one bipyramid; opening the other gives its neighbour. A pyramid thus determines one edge. Conversely, an edge determines its pivot, the label absent from both axial pairs, and hence its midpoint.

Since labels do not affect energies, the thirty pyramids are copies of one structure, and one calculation of its energy serves them all. Whether that structure is a first-order saddle point for a given metal is a separate question, which a vibrational analysis must answer.

## Handedness read from a model

With a molecular model in hand it is convenient to sort the labels, $a<b$ and $c<d<e$. Let $\chi=+1$ if $c,d,e$ run anticlockwise seen from $b$, and $\chi=-1$ otherwise.

In the sorted list $a,b,c,d,e$, the label $a$ precedes $a-1$ smaller labels and $b$ precedes $b-2$. The number of inversions is $a+b-3$, so

$$\varepsilon=\chi(-1)^{a+b-3}=\chi(-1)^{a+b+1}.$$

Let a step with pivot $p$ lead to axial labels $a',b'$. The five labels sum to 15, so $a+b+a'+b'=15-p$. With $\varepsilon'=-\varepsilon$,

$$\chi'=\varepsilon'(-1)^{a'+b'+1}=-\chi(-1)^{15-p}=\chi(-1)^p .$$

An odd-numbered pivot reverses $\chi$ and an even-numbered one keeps it. The difference comes from the numbering and has no energetic meaning. The parity $\varepsilon$ treats all pivots alike, which makes it the better coordinate.

## Drawing the graph

Place these ten isomers in order around an outer ring, joining successive ones and closing the ring:

12+, 34−, 15+, 23−, 45+, 12−, 34+, 15−, 23+, 45−.

Join them by spokes, in the same order, to the inner isomers

35−, 25+, 24−, 14+, 13−, 35+, 25−, 24+, 14−, 13+.

Finally join each inner isomer to those three places away in either direction. This is the standard drawing of the Desargues graph. Enantiomers stand opposite each other.

If $\varepsilon$ is ignored, ten axial pairs remain, joined when disjoint. This smaller graph is the Petersen graph. The twenty-isomer graph contains two copies of each of its vertices, and every step changes copy.

## How far apart are enantiomers?

An even number of steps preserves $\varepsilon$ and an odd number reverses it. Two further facts fix the distances. First, three mutually disjoint pairs would need six labels, so the Petersen graph has no triangle. Second, the pairs $\{a,b\}$ and $\{a,c\}$ have one common neighbour, $\{d,e\}$.

Start from $(P,+)$ with $P=\{a,b\}$:

- One step reaches the three isomers $(Q,-)$ with $Q$ disjoint from $P$.
- Two steps reach the six isomers $(Q,+)$ sharing one label with $P$.
- Three steps reach the six isomers $(Q,-)$ sharing one label, for example by $ab\to cd\to be\to ac$. One step cannot, since the pairs overlap.
- Four steps reach the three isomers $(Q,+)$ with $Q$ disjoint from $P$. For $Q=\{c,d\}$, go to $\{a,e\}$ in three steps and then to $\{c,d\}$. Two steps would require a triangle.
- Five steps reach the enantiomer $(P,-)$, a neighbour of the previous group. One step cannot return to $P$, and three would again require a triangle.

The numbers at distances 0 to 5 are 1, 3, 6, 6, 3, 1. They add to 20, so the graph is connected.

The five-step routes can be counted. The first and last intermediate pairs are both disjoint from $P$, and they must differ, since otherwise the steps between them would form a triangle. This gives $3\times2=6$ ordered choices, say $\{c,d\}$ first and $\{c,e\}$ last. The second pair is then $\{a,e\}$ or $\{b,e\}$; returning to $P$ would leave a triangle to be closed. The third is then fixed as $\{b,d\}$ or $\{a,d\}$ respectively. There are $6\times2=12$ shortest routes.

In the route $ab\to cd\to ae\to bd\to ce\to ab$ the pivots are $e,b,c,a,d$. The other routes follow by relabelling, so each uses every carbonyl once as pivot. An example is

12+ → 45− → 23+ → 15− → 34+ → 12−,

with pivots 3, 1, 4, 2, 5. When this motion was followed in three-dimensional coordinates, the final labelled structure matched the first through a reflection combined with a rotation, and through no proper rotation alone.

## Relaxation rates from the graph

Let each edge have the same first-order rate constant $k$ in both directions, and let successive steps be independent. If $A$ is the adjacency matrix of the twenty-isomer graph, the populations obey

$$\frac{d\mathbf p}{dt}=k(A-3I)\mathbf p .$$

The term $-3I$ is the loss through three exits.

Let $B$ be the adjacency matrix of the ten axial pairs. The entries of $B^2$ count two-step walks: 3 for a return, 1 for pairs sharing one label, 0 for disjoint pairs. Adding $B$ supplies the missing 1 for disjoint pairs, so

$$B^2+B-2I=J,$$

where every entry of $J$ is 1. The uniform vector has eigenvalue 3. On vectors orthogonal to it $J$ vanishes, so $\lambda^2+\lambda-2=0$ and $\lambda=1$ or $-2$. Their multiplicities $m_1,m_2$ satisfy $m_1+m_2=9$ and, since $B$ has zero trace, $3+m_1-2m_2=0$. Hence $m_1=5$ and $m_2=4$.

For each axial pair define the sum and difference

$$\sigma_P=p_{P+}+p_{P-},\qquad \delta_P=p_{P+}-p_{P-}.$$

Every step changes the sign of $\varepsilon$, so adding and subtracting the rate equations gives

$$\dot{\boldsymbol\sigma}=k(B-3I)\boldsymbol\sigma,\qquad \dot{\boldsymbol\delta}=-k(B+3I)\boldsymbol\delta .$$

The sums relax with rates $0,2k,5k$, and the differences with $6k,4k,k$, in the order $\lambda=3,1,-2$.

Start in one isomer $(P,+)$ and set $x=kt$. All ten pairs are equivalent by relabelling, so an eigenspace of multiplicity $m$ contributes weight $m/10$ to the return to $P$. With $p_\pm=(\sigma_P\pm\delta_P)/2$,

$$p_\pm=\frac{1+5e^{-2x}+4e^{-5x}\pm\left(e^{-6x}+5e^{-4x}+4e^{-x}\right)}{20}. \tag{3}$$

Here $p_+$ is the starting isomer and $p_-$ its enantiomer. At short times twelve five-step routes contribute $12x^5/5!$, so $p_-\simeq x^5/10$. At long times both tend to $1/20$, with leading deviations $\pm e^{-x}/5$.

The ten-state model is the equation for $\boldsymbol\sigma$. It is exact within these assumptions for any observable that gives enantiomers equal weight. It misses the differences, including the slowest rate $k$. That rate can appear only when at least four kinds of carbonyl are physically distinguishable. With kinds AB₂C₂ the only surviving difference rate is $4k$. With ABC₃, A₂B₃ or AB₄ none survives, and the ten-state model then loses no relaxation rate.

The probability $q$ that a chosen carbonyl is axial needs still less. All three steps remove an axial carbonyl from its site; two of three make an equatorial one axial. Thus

$$\dot q=-3kq+2k(1-q)=2k-5kq,$$

and for a carbonyl initially axial, $q=\tfrac25+\tfrac35e^{-5x}$.

## A numerical case

Take a model pentacarbonyl with activation free energy $\Delta G^\ddagger=20$ kJ/mol at $T=200$ K. With unit transmission coefficient, the Eyring equation gives for each edge

$$k=\frac{k_{\rm B}T}{h}\,e^{-\Delta G^\ddagger/RT}=2.49\times10^7\ \text{s}^{-1}.$$

Here $\Delta G^\ddagger$ refers to one edge between labelled structures and contains no rotational symmetry numbers. Free energies from a quantum-chemistry program often include them, 6 for the bipyramid and 4 for the square pyramid. The Eyring expression is then larger by $6/4$, and must be multiplied by $2/3$ to give $k$. A program takes these numbers from the point group it detects, which can be lower than the true one, so the values actually used should be read from its output. In general the correction is the number used for the pyramid divided by the number used for the bipyramid. No further factor of three belongs in $k$; the three exits are already counted by the graph. The mean residence time is $1/(3k)=13.4$ ns, the axial-site relaxation time is $1/(5k)=8.0$ ns, and the slowest relaxation time is $1/k=40.1$ ns.

At $t=1/k$, setting $x=1$ in (3) gives $p_+=16.3\%$ and $p_-=0.69\%$, against 5% each at equilibrium. A carbonyl that began axial is axial with probability $0.4+0.6e^{-5}=40.4\%$, close to its final 40%. Site exchange is nearly complete while the starting isomer is still more than three times overpopulated. An observable that follows one carbonyl's site cannot reveal this remaining memory.

## When labels coincide or assumptions fail

Suppose carbonyls 4 and 5 become indistinguishable. Exchanging them reverses $\varepsilon$, so no isomer is mapped to itself and the twenty merge in twos to ten. Each still has three distinct neighbours: the three in (2) share one parity, so the exchange cannot merge them. Nor can it merge an isomer with one of its own neighbours: exchanging 4 and 5 turns $P$ into a pair that still shares at least one label with $P$, whereas neighbours have disjoint pairs. With just one carbonyl distinguishable, two states remain, axial and equatorial, and the three-neighbour statement no longer holds. With no labels there is one structure.

If the ligands differ chemically, the edges remain as long as all the steps are possible, but the rate constants need not agree, either between edges or between the two directions of one edge, and (3) fails. Dissociation and recombination can add connections absent from (2). If the barrier is comparable with $RT$, successive steps need not be independent, and the rate equation loses its basis although the count of isomers and neighbours stands.

## Computed results

```
labelled arrangements: 120
proper rotations of bipyramid: 6
stereoisomers: 20
neighbours of each isomer: [3]
edges: 30
proper rotations of square pyramid: 4
labelled square pyramids: 30
Isomer, arrangement: pivot>neighbour
12+ (1,2;3,4,5): 3>45-  4>35-  5>34-
13+ (1,3;2,5,4): 2>45-  4>25-  5>24-
14+ (1,4;2,3,5): 2>35-  3>25-  5>23-
15+ (1,5;2,4,3): 2>34-  3>24-  4>23-
23+ (2,3;1,4,5): 1>45-  4>15-  5>14-
24+ (2,4;1,5,3): 1>35-  3>15-  5>13-
25+ (2,5;1,3,4): 1>34-  3>14-  4>13-
34+ (3,4;1,2,5): 1>25-  2>15-  5>12-
35+ (3,5;1,4,2): 1>24-  2>14-  4>12-
45+ (4,5;1,2,3): 1>23-  2>13-  3>12-
outer ring: 12+ 34- 15+ 23- 45+ 12- 34+ 15- 23+ 45-
inner set:  35- 25+ 24- 14+ 13- 35+ 25- 24+ 14- 13+
isomers at distance 0 to 5: [1, 3, 6, 6, 3, 1]
shortest routes to enantiomer: 12
example pivots: (3, 1, 4, 2, 5)
example route: 12+ 45- 23+ 15- 34+ 12-
graph eigenvalues: {-3: 1, -2: 4, -1: 5, 1: 5, 2: 4, 3: 1}
enantiomer early coefficient of x^5: 0.100
temperature: 200 K
activation free energy: 20 kJ/mol
rate constant per edge k: 2.4917e+07 s^-1
total exit rate 3k: 7.4751e+07 s^-1
mean residence time 1/(3k): 13.38 ns
axial-site relaxation time 1/(5k): 8.03 ns
slowest relaxation time 1/k: 40.13 ns
starting isomer at t=1/k: 16.346 %
enantiomer at t=1/k: 0.690 %
initially axial ligand axial at t=1/k: 40.404 %
uniform population per isomer: 5.0 %
```
